# Cubic growth of a thin p-type oxide by vacancy drift

## Result

A compact p-type oxide film of thickness $X$ separates a metal from oxygen. Adsorbed oxygen ions charge its outer surface, and cation vacancies made there drift to the metal. Treat the surface charge as a smooth sheet, and neglect image forces on the vacancies and all charge inside the film. Let the flow be steady, the field weak enough for the drift speed to be proportional to it, and the metal a perfect absorber of vacancies. If the vacancy density under the surface is proportional to the surface charge, and the voltage across the film is constant, then

$$
X^3=X_0^3+3Bt,\qquad 
B=\frac{\Omega K D\kappa V^2}{4\pi T\,(1-e^{-u})},\qquad u=\frac{zV}{T}. \tag{1}
$$

The algebra is in atomic units, so the elementary charge and $4\pi\varepsilon_0$ are 1, and $T$ denotes the thermal energy. The symbols are:

- $V>0$: potential of the metal minus that of the oxide surface;
- $-z$: charge of an adsorbed ion, and also of a vacancy relative to the perfect lattice;
- $N$: adsorbed ions per unit area;
- $K$: the ratio $n_s/N$, where $n_s$ is the vacancy density (per volume) just under the surface, so $K$ is an inverse length;
- $D$, $\kappa$, $\Omega$: vacancy diffusion coefficient, dielectric constant, oxide volume per cation.

## Stage 1: drift alone

Let $y$ be the depth below the oxide surface, with the metal at $y=X$. The surface carries charge $-zN$ per area and the metal $+zN$. With no other charge in the film, Gauss's law gives a uniform field of magnitude $E$ with $\kappa E=4\pi zN$. Since $E=V/X$,

$$
zN=\frac{\kappa V}{4\pi X}. \tag{2}
$$

The field points from metal to surface. A vacancy has negative charge, so the force on it, of size $zE$, points towards the metal. In a weak field its drift speed is $DzE/T$, by the Einstein relation. For a uniform vacancy density $n_s=KN$ the number flux towards the metal is

$$
J=KN\,\frac{DzE}{T}
=K\,\frac{\kappa V}{4\pi zX}\,\frac{Dz}{T}\,\frac{V}{X}
=\frac{KD\kappa V^2}{4\pi T X^2}.
$$

The charge number cancels: at given $V$, a larger $z$ means fewer ions but a stronger force on each vacancy.

Each vacancy that reaches the metal is filled by a metal atom entering the oxide as a cation. In steady flow one cation has then joined an oxygen ion at the outer surface, and the film has gained a volume $\Omega$. Hence

$$
\frac{dX}{dt}=\Omega J=\frac{B}{X^2}
\;\Rightarrow\; \int_{X_0}^{X}X'^2\,dX'=B\int_0^t dt'
\;\Rightarrow\; X^3-X_0^3=3Bt .
$$

One factor $1/X$ comes from the number of carriers and the other from the force.

**Limits.** For $3Bt\ll X_0^3$ the cube root expands to $X\approx X_0+Bt/X_0^2$, growth at the initial rate. For $3Bt\gg X_0^3$, $X\approx(3Bt)^{1/3}$. If the vacancy density were fixed independently of $N$, only the field would vary, the rate would go as $1/X$, and growth would be parabolic.

## Stage 2: hopping and diffusion

Vacancies hop between planes a distance $a$ apart. Without a field the rate each way is $w=\nu e^{-W/T}$, with attempt rate $\nu$ and barrier $W$. The field lowers the midway barrier by $zEa/2$ for an inward hop and raises it by the same amount for an outward one:

$$
w_\pm=w\,e^{\pm s},\qquad s=\frac{zaE}{2T}=\frac{ua}{2X}.
$$

A plane holds $an$ vacancies per area, so the flux between neighbouring planes is $J=a(w_+n_i-w_-n_{i+1})$. With $n_i\approx n-\tfrac a2 n'$ and $n_{i+1}\approx n+\tfrac a2n'$ about the midpoint,

$$
J=2aw\sinh(s)\,n-a^2w\cosh(s)\,n' .
$$

For $s\ll1$ we have $\sinh s\approx s$ and $\cosh s\approx1$. Defining $D=a^2w$,

$$
J=\frac{DzE}{T}\,n-D\frac{dn}{dy}=\frac{Du}{X}\,n-D\frac{dn}{dy}. \tag{3}
$$

In steady flow $J$ is independent of $y$. Try $n=A+Ce^{uy/X}$. The exponential parts of drift and diffusion cancel in (3), leaving $J=DuA/X$. With $n(0)=n_s$ and $n(X)=n_m$,

$$
A+C=n_s,\qquad A+Ce^u=n_m .
$$

Subtraction gives $C=(n_m-n_s)/(e^u-1)$, so

$$
A=n_s-C=\frac{n_se^u-n_m}{e^u-1}=\frac{n_s-n_me^{-u}}{1-e^{-u}} .
$$

A metal that absorbs every arriving vacancy has $n_m=0$:

$$
J=\frac{Du}{X}\,\frac{n_s}{1-e^{-u}} . \tag{4}
$$

This is the drift flux divided by $1-e^{-u}$. At constant $V$ that factor does not depend on $X$, so diffusion changes $B$ but not the cubic law. Equation (1) follows.

**Limits.** For $u\gg1$ the density is nearly uniform and falls to zero in a layer of width about $X/u$ at the metal. Setting $n_m=n_s$ instead of zero changes the flux by the relative amount $e^{-u}$, so the metal-side density hardly matters. For $u\ll1$, $1-e^{-u}\approx u$ and $J\approx Dn_s/X$, pure diffusion. As a test between these limits, the discrete hopping equation was solved for 100 hops at $V=0.05$ V and 600 K, where $u\approx1.9$; its flux agrees with (4) to within 0.1%.

Steady flow also requires the film to grow slowly compared with the vacancies' motion. Since $dX/dt=\Omega n_s$ times the drift speed (for $u\gg1$), the condition is $\Omega n_s\ll1$: few cation sites may be vacant.

## Stage 3: why the density follows the charge

For a divalent cation and an adsorbed $\mathrm{O}^{2-}$ the surface reaction is

$$
\text{lattice cation}+\mathrm{O}^{2-}_{\rm ads}\;\rightleftharpoons\;\text{doubly charged vacancy}+\text{one oxide unit}.
$$

The new oxide unit belongs to the solid, so its free energy is a constant. Let $N_a$ be the density of adsorption sites per area and $c$ that of cation sites per volume. For dilute ions and vacancies, equilibrium balances the two configurational terms against the standard free energy of reaction $g$:

$$
T\ln\frac{N}{N_a}=g+T\ln\frac{n_s}{c}
\quad\Rightarrow\quad
n_s=KN,\qquad K=\frac{c}{N_a}e^{-g/T}.
$$

During growth this holds only if the surface reaction is fast. If its exchange rate is $r$ times the rate of a hop between planes, the drain of vacancies multiplies $n_s$ by about $1/[1+ua/(rX)]$ for $u\gg1$, so $r\gg ua/X$ is needed.

The proportionality also rests on one vacancy per adsorbed ion. If one ion makes two vacancies, as an $\mathrm{O}^{2-}$ does with monovalent cations, the vacancy term appears twice and $n_s\propto N^{1/2}$. In general $n_s\propto N^p$ gives

$$
\frac{dX}{dt}\propto X^{-p}X^{-1}\quad\Rightarrow\quad X^{2+p}-X_0^{2+p}\propto t ,
$$

which is cubic for $p=1$ and has exponent $5/2$ for $p=1/2$.

Both powers were tested by summing over all ways of sharing 2000 and then 8000 initial ions between adsorbed ions and reaction products, with $10^7$ sites for ions and as many for vacancies. The reaction energies were $3T$ for one vacancy per ion and $13T$ for two. The resulting powers are 1.000 and 0.500.

There is a field correction. The reaction moves a cation of charge $+z$ outward by a short step $b$, along the field, which lowers $g$ by $zEb$. So $K$ is multiplied by

$$
e^{zEb/T}=e^{ub/X}. \tag{5}
$$

The cubic law needs $X\gg ub$ as well as $X\gg ua/2$. The first condition is usually the more demanding, because (5) is linear in its small quantity while $\sinh(s)/s\approx1+s^2/6$ is quadratic.

## Stage 4: is the voltage constant?

Suppose electrons pass between metal and adsorbed oxygen fast enough to keep them in equilibrium. At fixed temperature and oxygen pressure let $\Delta$ be the energy gained per ion formed, apart from the field. The field energy per area is $X\kappa E^2/8\pi$, which with $E=4\pi zN/\kappa$ equals $2\pi z^2N^2X/\kappa$. The free energy per area is therefore

$$
F=TN\left[\ln\frac{N}{N_a}-1\right]-N\Delta+\frac{2\pi z^2N^2X}{\kappa}.
$$

Setting $\partial F/\partial N=0$ gives $T\ln(N/N_a)-\Delta+4\pi z^2NX/\kappa=0$. By (2) the last term is $zV$, so

$$
zV=\Delta-T\ln\frac{N}{N_a}.
$$

Now let $X$ change. From (2), $d\ln N=d\ln V-d\ln X$, and hence $z\,dV=-T(d\ln V-d\ln X)$. Dividing by $T$ and writing $z\,dV/T=u\,d\ln V$,

$$
\frac{d\ln V}{d\ln X}=\frac1{1+u}. \tag{6}
$$

The voltage is nearly constant when $u\gg1$. For ideal ions it still rises slowly, because a thicker film holds fewer ions and each gains more configurational entropy.

**Opposite limit.** For $u\ll1$, (6) gives $V\propto X$, and (2) then makes $N$ constant. The density $n_s$ is constant too, and (4) reduces to $J\approx Dn_s/X$. Growth is parabolic, $X^2-X_0^2=2\Omega Dn_st$. With fast electron transfer, a large $u$ is thus a condition for the cubic law, although (4) by itself would allow any $u$ at fixed $V$.

## Stage 5: charge inside the film

The vacancies themselves carry charge. At depth $y$, Gauss's law becomes $\kappa E(y)=4\pi z\left(N+\int_0^y n\,dy'\right)$. Let $E_0$ be the field just under the surface, so that $4\pi zN=\kappa E_0$ and $4\pi zn_s=\kappa KE_0$. Where drift dominates, constant flux means $nE=n_sE_0$. Then

$$
\frac{dE}{dy}=\frac{4\pi z n}{\kappa}=\frac{KE_0^2}{E}
\;\Rightarrow\;
E^2=E_0^2(1+2Ky),
$$

$$
V=\int_0^XE\,dy=\frac{E_0}{3K}\left[(1+2KX)^{3/2}-1\right]. \tag{7}
$$

The flux is $n_sDzE_0/T$, and $n_s\propto E_0$, so it scales as $E_0^2$. Relative to a uniform field the rate is multiplied by $(E_0X/V)^2$.

**Few vacancies, $KX\ll1$.** Since $(1+2KX)^{3/2}\approx1+3KX+\tfrac32K^2X^2$, (7) gives $V\approx E_0X(1+KX/2)$, and the rate factor is about $1-KX$. Vacancy charge strengthens the field deep in the film, so at fixed $V$ the surface field and the surface charge must be smaller.

**Many vacancies, $KX\gg1$.** Now $V\approx E_0(2KX)^{3/2}/(3K)$, so $E_0^2\approx 9V^2/(8KX^3)$ and the rate factor is $9/(8KX)$. Then $dX/dt=9B/(8KX^3)$, and the cubic law turns into a quartic one. Since $B\propto K$, the rate no longer depends on $K$. This limit assumes that no other charge compensates the vacancies and that diffusion at the surface is still weak. From $n=n_s(1+2Ky)^{-1/2}$ the surface gradient is $-Kn_s$, and comparing $DKn_s$ with the drift flux gives the condition $(KX)^{3/2}\ll u$.

The small-$KX$ law was tested against the coupled Poisson and drift-diffusion equations at $u=100$ and $KX=0.01$: the loss of rate equals $KX$ to within 4% of its value.

## Worked example at 600 K

The values of $\kappa$ and $\Omega$ are roughly those of nickel oxide, and $a$ is close to its cation hop length, although its main cation planes are only 2.1 to 2.4 Å apart; the others, including the barrier $W$ and $K$, are chosen for illustration. That oxide suits the model because it is p-type, its cation is divalent, and one oxygen ion corresponds to one cation vacancy. I take $V=0.5$ V, $\kappa=12$, $\Omega=18$ Å$^3$, $a=3$ Å, $\nu=10^{13}$ s$^{-1}$, $W=0.9$ eV, $b=2$ Å and $K=10^{-4}$ Å$^{-1}$. The film grows from 300 to 600 Å.

The thermal energy is 0.0517 eV, so $u=2(0.5)/0.0517=19.3$. The initial field is 0.167 MV/cm. Equation (2) gives a surface charge of 0.177 µC/cm$^2$, or $5.5\times10^{11}$ ions per cm$^2$, and $n_s=5.5\times10^{15}$ cm$^{-3}$. With $D=2.48\times10^{-10}$ cm$^2$/s, equation (1) yields $B=1432$ Å$^3$/s. Therefore

$$
\frac{dX}{dt}\Big|_{300\,\text{Å}}=\frac{1432}{300^2}=0.0159\ \text{Å/s},\qquad
t=\frac{600^3-300^3}{3(1432)}=4.40\times10^4\ \text{s}=12.2\ \text{h}.
$$

Doubling the thickness cuts the rate to a quarter, 0.0040 Å/s. After ten hours the thickness is $[300^3+3(1432)(36000)]^{1/3}=566$ Å, or 56.6 nm.

As a test, the same growth was followed plane by plane with the discrete hopping flux, at constant $V$ and without the corrections for the surface step and internal charge. It takes $4.397\times10^4$ s, which is 0.07% less than the formula, and its growth exponent is 3.002. With $n_s\propto N^{1/2}$ the exponent is 2.502.

Within the picture of smooth charge sheets and ideal ions, without image forces, the neglected effects have these sizes:

- **Surface step.** Equation (5) multiplies the rate by 1.14 at the start and 1.07 at the end. Of the corrections in this list, it is the largest at the start.
- **Rise of $V$.** Numerical minimization of $F$ gives a slope of 0.0492 at the start, as (6) does. The voltage reaches 0.517 V, which raises the final rate by $(0.517/0.5)^2-1\approx7\%$.
- **Vacancy charge.** The full equations give factors of 0.973 at $KX=0.03$ and 0.947 at $KX=0.06$. Equation (7) gives 0.971 and 0.944; surface diffusion, a relative increase of about $KX/u$, supplies most of the difference.
- **Nonlinear hopping.** The rate rises by 0.16% at the start.
- **Transit.** A vacancy crosses the initial film in 1.9 ms, and $\Omega n_s\approx10^{-7}$, so steady flow is well justified.

Multiplying the first four corrections together shortens the growth time to 11.2 h, 8% below the simple result. The growth exponent between the two thicknesses becomes 3.03. This closeness to 3 is partly a cancellation. Each factor shifts the exponent by minus the logarithm of its end-to-start ratio, divided by $\ln2$: the rise of $V$ contributes $-0.10$, the surface step $+0.09$ and the vacancy charge $+0.04$. An exponent near 3 is therefore weak evidence that each correction is small.

Electrons must also reach the surface. Tunnelling through 300 Å is out of the question: for a mean barrier of 1.0 eV and the free-electron mass the factor is about $10^{-133}$. Holes can do the work by moving inward. I assume a Fermi level 0.75 eV above the valence edge at the surface, one hole state per cation and a mobility of 0.01 cm$^2$/Vs. The field pushes holes outward, while diffusion carries them inward from the surface, where they are densest. In equilibrium these two currents cancel at every depth. Both are smallest at the metal, where the Fermi level lies higher above the valence edge by $V$; each is $4.7\times10^{-4}$ A/cm$^2$ there at the start. Growth needs a net inward current of only $2.8\times10^{-6}$ A/cm$^2$, which hardly disturbs the balance. Transport through the film is therefore fast enough for these values; transfer at the two interfaces is assumed to be fast as well. The holes' own charge is 0.8% of the surface charge at the start and 3% at the end. It is left out of the corrected time; at constant $V$ it would raise the rate by about 1% at the start and 5% at the end, and so lower the growth exponent by about 0.05. These figures keep the Fermi level at the surface fixed. If instead the 1.25 eV barrier at the metal stays fixed while $V$ rises, the surface holes become denser and their charge reaches about 4% at the end. With holes and the four corrections solved together, the exponent is about 2.97 and the growth time about 10.9 h.

## What a real nickel oxide film changes

The value of $K$ is uncertain. It leaves about one cation site in ten million vacant, a value chosen to keep $KX$ small. A tenfold larger $K$ would raise $B$ tenfold, while (7) would lower the rate relative to the cubic law by about 23% at 300 Å and 37% at 600 Å. A real film may also be polycrystalline, and cations can then move more easily along grain boundaries than through the grains. If this lowered the effective hop barrier by 0.1 eV, $D$ would grow by $e^{0.1/0.0517}\approx7$ and the growth time would fall from 12 h to below 2 h. Such shifts far exceed the 8% correction found above, so the hours quoted illustrate the law and do not predict a measurement. Stress and changes of surface structure are not in the model.

Three electrostatic effects are also missing, and all matter at these parameters. First, the adsorbed ions sit about 135 Å apart at the start, and the repulsion between neighbours, screened by the oxide and the metal, is about $0.9T$. They are therefore not ideal, and the small rise of $V$ found above is uncertain even in sign. Second, ions so far apart do not act on nearby vacancies as a smooth sheet. If they formed a square array, the field at a depth of 10 Å would be only about a quarter of $V/X$ under the centre of a square and about a third midway between neighbours, while below an ion it would be much stronger. Third, a vacancy near the gas side is pushed inward by its own image force, $z^2(\kappa-1)/[4\kappa(\kappa+1)y^2]$. In the initial film this exceeds the force of the field down to a depth of about 17 Å. Because the image force does not depend on $X$, the rate then falls more slowly with thickness. If the image formula held from a first plane 6 Å deep, with $n_s=KN$ there, the growth exponent between 300 and 600 Å would be about 2.5 instead of 3, and the rate would be roughly five to seven times higher. These figures depend strongly on the assumed depth: a first plane at 9 Å gives an exponent near 2.6 and a rate about three times higher, and one at 3 Å gives an exponent of 2.1 to 2.2 and a rate tens of times higher. The example thus shows the law of the idealized model, not the exponent to expect from a real film this thin.

The cubic form itself has a window. With these parameters, smooth charge sheets and no image forces, it needs $X$ well above $ub\approx39$ Å, so that the surface reaction is not driven by the field, and well below $1/K=10^4$ Å, so that the sheet charges set the field. Hole charge may close the window sooner: at constant $V$, and while it is small, its ratio to the surface charge grows roughly as $X^2$, since the hole layer widens as $X$ while the surface charge falls as $1/X$. The printed numerical output lists the parameters and main results of this example, but not the estimates for image forces, discrete ions and the effect of hole charge on the rate.

## Table of computed values

```
temperature: 600 K
thermal energy: 0.05170 eV
charge number z: 2
potential V: 0.50 V
dielectric constant: 12
hop length: 3.0 angstrom
attempt rate: 1.0e+13 1/s
hop barrier: 0.90 eV
oxide volume per cation: 18.0 angstrom^3
vacancy coefficient K: 1.0e-04 1/angstrom
surface step length: 2.0 angstrom
adsorption site density: 0.10 1/angstrom^2
hole gap at surface: 0.75 eV
hole mobility: 0.010 cm2/Vs
start thickness: 300 angstrom
end thickness: 600 angstrom
u = zV/T: 19.341
vacancy diffusion coefficient: 2.481e-10 cm2/s
field at start: 0.1667 MV/cm
surface charge at start: 0.1771 uC/cm2
adsorbed ions at start: 5.526e+11 1/cm2
vacancy density at start: 5.526e+15 1/cm3
growth constant B: 1431.8 angstrom^3/s
growth rate at start: 0.01591 angstrom/s
growth rate at end: 0.00398 angstrom/s
growth time, formula: 4.4000e+04 s = 12.22 h
growth time, hopping: 4.3971e+04 s
thickness after 10 h: 566.3 angstrom = 56.63 nm
mass-action power, one vacancy per ion: 1.0004
mass-action power, two vacancies per ion: 0.5002
growth exponent, one vacancy per ion: 3.0017
growth exponent, two vacancies per ion: 2.5017
d ln V / d ln X at start: 0.0492
equilibrium V at end: 0.5171 V
surface-step rate factor, start: 1.1376
surface-step rate factor, end: 1.0689
nonlinear-hop rate factor, start: 1.00156
vacancy-charge rate factor, start: 0.9726
vacancy-charge rate factor, end: 0.9469
hole charge / surface charge, start: 0.0078
hole charge / surface charge, end: 0.0313
corrected growth time: 11.22 h
corrected / simple growth time: 0.9177
corrected growth exponent: 3.0334
available hole current at start: 4.70e-04 A/cm2
required current at start: 2.83e-06 A/cm2
log10 tunnelling factor at start: -133
vacancy transit time at start: 1.88e-03 s
Omega times vacancy density at start: 9.95e-08
```
